\section*{Monomer and Water-Cluster Cycles for Solvation Free Energies}

\section*{The problem}

A solute $A$ in water may bind its nearest water molecules too strongly for a structureless dielectric to describe them. One remedy treats $A$ and $n$ of these waters as an explicit cluster $AW_n$ and leaves the rest of the liquid to a continuum model. The free energy of $A$ then follows from a thermodynamic cycle, which may start either from $n$ separate waters or from a ready-made water cluster $W_n$. The problem is to find what each cycle must contain, and what a change of $n$ does to its result.

The solute is infinitely dilute, the gas is ideal, the statistics of the solution are classical, and temperature and pressure are fixed. A cluster $AW_n$ is a solute with exactly $n$ waters inside a chosen inner shell. The same criterion holds in gas and liquid. Concentrations inside logarithms are divided by $1$ mol/L. Numbers refer to $298.15$ K, where $RT=0.5925$ kcal/mol, and to a water concentration of about $55$ mol/L, for which $\rho=55.3$ mol/L is adopted as the input value.

\section*{(a) Standard states}

\textbf{Question.} Write the chemical potential of a dissolved species $X$ in terms of its solvation free energy. How does a gas-phase binding free energy change when the standard state goes from $1$ atm to $1$ mol/L?

\textbf{Solution.} Let $g_X$ be the chemical potential of $X$ in the gas at $1$ mol/L, and $G^*_X$ the free energy of transfer from gas at $1$ mol/L to solution at $1$ mol/L. At concentration $c_X$,
\begin{equation}
\mu_X=g_X+G^*_X+RT\ln c_X .
\label{mu}
\end{equation}
For water the surroundings are the pure liquid, so $G^*_W$ describes one water entering liquid water, and the concentration term is $RT\ln\rho$:
\begin{equation}
\mu_W=g_W+G^*_W+RT\ln\rho .
\label{muw}
\end{equation}

An ideal gas at $1$ atm has a molar volume of $24.47$ L/mol, hence a concentration $1/24.47$ mol/L. Its chemical potential there is
\begin{equation}
g_X^{\circ}=g_X+RT\ln\frac{1}{24.47}=g_X-s,\qquad
s=RT\ln 24.47=1.894\ \text{kcal/mol}.
\end{equation}
For $A+nW\to AW_n$ the $1$ atm binding free energy is
\begin{align}
\Delta G^\circ_n&=(g_{AW_n}-s)-(g_A-s)-n(g_W-s)\nonumber\\
&=g_{AW_n}-g_A-ng_W+ns .
\label{bind}
\end{align}
The value at $1$ mol/L is therefore $\Delta G^\circ_n-ns$: binding is favoured at the higher concentration. For $A+W_n\to AW_n$ two species become one whatever $n$ is, and the same argument gives
\begin{equation}
\Delta G^\circ_{n,\mathrm{cl}}=g_{AW_n}-g_A-g_{W_n}+s .
\label{bindcl}
\end{equation}

\section*{(b) The monomer cycle}

\textbf{Question.} Let $p(n)$ be the probability that the inner shell of $A$ holds exactly $n$ waters. Express $G^*_A$ through the binding of $n$ separate waters.

\textbf{Solution.} Sort the solutes by shell occupancy. If $c_A$ is their total concentration, the species $AW_n$ has concentration $p(n)c_A$. Exchange of water between shell and liquid is at equilibrium, so $\mu_{AW_n}-n\mu_W$ has the same value for all $n$. This value is the chemical potential of the solute as a whole. To see this, let $N_n$ be the amount of $AW_n$ and $N_W$ the total amount of water, of which $N_W-\sum_n nN_n$ is outside the shells. At fixed $N_W$,
\begin{equation}
dG=\sum_n\mu_{AW_n}dN_n-\mu_W\sum_n n\,dN_n
=\sum_n(\mu_{AW_n}-n\mu_W)\,dN_n=\mu_A\,dN_A ,
\end{equation}
because the common factor leaves $\sum_n dN_n=dN_A$. Thus $\mu_{AW_n}=\mu_A+n\mu_W$. With \eqref{mu} and \eqref{muw} this reads
\begin{align}
g_{AW_n}+G^*_{AW_n}+RT\ln[p(n)c_A]
={}&g_A+G^*_A+RT\ln c_A\nonumber\\
&+n\left(g_W+G^*_W+RT\ln\rho\right).
\end{align}
The terms in $c_A$ cancel. Solving for $G^*_A$ and replacing $g_{AW_n}-g_A-ng_W$ by $\Delta G^\circ_n-ns$ from \eqref{bind} gives
\begin{align}
G^*_A&=M_n+RT\ln p(n),\label{exactM}\\
M_n&=\Delta G^\circ_n-ns+G^*_{AW_n}-nG^*_W-nRT\ln\rho .
\label{M}
\end{align}

Two conditions are contained in the symbols. The transfer term $G^*_{AW_n}$ belongs to a cluster whose shell no further water may enter; otherwise occupancies would be counted twice. The binding term must treat the waters as indistinguishable and include every cluster structure that meets the shell criterion.

For $n=0$ there is no binding term, and $G^*_A=G^*_{AW_0}+RT\ln p(0)$. Here $G^*_{AW_0}$ is the cost of inserting $A$ with its shell kept empty, and the negative logarithm accounts for letting water in. In the opposite limit of a tightly bound shell, $p(m)\to1$ for one occupancy $m$, and $M_m$ alone becomes the answer.

\section*{(c) The cluster cycle}

\textbf{Question.} Replace the $n$ separate waters by one cluster $W_n$ present in liquid water at concentration $\rho_n$. What is assumed if $\rho_n$ is set to $\rho/n$?

\textbf{Solution.} In pure water, clusters and single molecules are at equilibrium, so
\begin{equation}
n\mu_W=\mu_{W_n}=g_{W_n}+G^*_{W_n}+RT\ln\rho_n .
\label{wn}
\end{equation}
Put this in place of $n\mu_W$ in $\mu_{AW_n}=\mu_A+n\mu_W$, cancel $RT\ln c_A$ and use \eqref{bindcl}:
\begin{equation}
G^*_A=\Delta G^\circ_{n,\mathrm{cl}}-s+G^*_{AW_n}-G^*_{W_n}
-RT\ln\rho_n+RT\ln p(n).
\label{exactC}
\end{equation}
The practical formula omits $p(n)$ and takes $\rho_n=\rho/n$:
\begin{equation}
C_n=\Delta G^\circ_{n,\mathrm{cl}}-s+G^*_{AW_n}-G^*_{W_n}
-RT\ln\frac{\rho}{n}.
\label{C}
\end{equation}
The choice $\rho/n$ regards the liquid as consisting of $n$-clusters, with each molecule in one of them. It is a closure, not a consequence of equilibrium. If clusters are defined so that no water belongs to more than one of them, its quality is measured by the fraction of water found in such clusters,
\begin{equation}
x_n=\frac{n\rho_n}{\rho}.
\end{equation}
Subtracting \eqref{exactC} from \eqref{C} gives
\begin{align}
C_n-G^*_A&=RT\ln\rho_n-RT\ln\frac{\rho}{n}-RT\ln p(n)\nonumber\\
&=-RT\ln\frac{p(n)}{x_n}.
\label{errC}
\end{align}
For such non-overlapping clusters $x_n\le1$, and $p(n)\le1$ always, so the two omissions act in opposite directions. They cancel when $p(n)=x_n$.

\section*{(d) The concentration terms}

\textbf{Question.} How many multiples of $RT\ln\rho$ does each cycle carry, and what makes up for the difference?

\textbf{Solution.} One multiple is
\begin{equation}
RT\ln55.3=2.38\ \text{kcal/mol}=9.95\ \text{kJ/mol}.
\end{equation}
The monomer cycle takes $n$ waters from the liquid and carries $-nRT\ln\rho$. The cluster cycle takes one object and carries $-RT\ln(\rho/n)=-RT\ln\rho+RT\ln n$: one multiple, reduced in size by $RT\ln n$. In kcal/mol:
\begin{center}
\begin{tabular}{ccc}
$n$ & monomer & cluster\\
1 & $-2.38$ & $-2.38$\\
2 & $-4.76$ & $-1.97$\\
4 & $-9.51$ & $-1.56$\\
6 & $-14.27$ & $-1.32$
\end{tabular}
\end{center}
At $n=1$ the cycles coincide if the ``cluster'' is any ordinary water molecule. At $n=6$ their concentration terms differ by $12.95$ kcal/mol. This does not by itself make the results differ, since the binding and solvation terms also refer to different starting materials. From \eqref{exactM} and \eqref{errC},
\begin{equation}
M_n-C_n=-RT\ln p(n)+RT\ln\frac{p(n)}{x_n}=-RT\ln x_n .
\label{diff}
\end{equation}
By \eqref{wn}, the right side is the free energy of turning $n$ liquid waters into a dissolved cluster at concentration $\rho/n$:
\begin{equation}
\left(g_{W_n}+G^*_{W_n}+RT\ln\frac{\rho}{n}\right)-n\mu_W
=RT\ln\frac{\rho}{n\rho_n}=-RT\ln x_n .
\end{equation}
The cycles agree if the gas-phase and solvation data make this step free of cost.

\section*{(e) Independence of cluster size}

\textbf{Question.} When do the results cease to depend on $n$? Does a constant result prove that it is correct?

\textbf{Solution.} With exact ingredients, \eqref{exactM} and \eqref{exactC} give the same $G^*_A$ for every $n$. Without $p(n)$, the monomer result changes by
\begin{equation}
M_{n+1}-M_n=-RT\ln\frac{p(n+1)}{p(n)} .
\label{step}
\end{equation}
To interpret this, insert \eqref{bind} and \eqref{muw} in \eqref{M}, which gives $M_n=g_{AW_n}+G^*_{AW_n}-g_A-n\mu_W$. Hence
\begin{equation}
M_{n+1}-M_n=(g_{AW_{n+1}}+G^*_{AW_{n+1}})
-(g_{AW_n}+G^*_{AW_n})-\mu_W .
\end{equation}
This is the free energy of moving one water from the liquid into the dissolved cluster, with both clusters at $1$ mol/L. The monomer result is independent of size where that step costs nothing, which means $p(n+1)=p(n)$.

For the cluster cycle, \eqref{errC} requires $p(n)/x_n$ to stay constant. Enlarging the solute's cluster must then cost as much as enlarging the water cluster, the latter taken at the concentrations $\rho/n$ and $\rho/(n+1)$. The constant result is correct if the ratio equals one.

Since $p(n)\le1$, $M_n$ is never below $G^*_A$, and its lowest value belongs to the most probable occupancy. If $k$ values of $M_n$ are equal, their $k$ equal probabilities sum to at most one, so each is at most $1/k$ and
\begin{equation}
M_n-G^*_A\ge RT\ln k .
\label{bound}
\end{equation}
A plateau in $M_n$ thus carries an offset. It is removed by using all occupancies. From \eqref{exactM}, $e^{-M_n/RT}=p(n)e^{-G^*_A/RT}$, and summing over $n$ with $\sum_np(n)=1$ gives
\begin{equation}
G^*_A=-RT\ln\sum_n e^{-M_n/RT}.
\label{sum}
\end{equation}

A continuum model adds errors of its own. Let it err by $e_n$ for $AW_n$, $e'_n$ for $W_n$ and $\delta$ for one water. The monomer result is then shifted by $e_n-n\delta$, the cluster result by $e_n-e'_n$. The first drifts with $n$ unless each added water raises $e_n$ by $\delta$; in the second, errors common to the two clusters cancel. A computed plateau may also come from such an error balancing the step \eqref{step}.

\section*{(f) A liquid that can be summed completely}

\textbf{Question.} Evaluate both cycles for a lattice liquid and explain their errors.

\textbf{Solution.} Take a periodic $4\times4$ triangular lattice with at most one particle per site and six neighbours for each site. Neighbouring waters attract by $0.40$ kcal/mol, and the solute attracts each neighbouring water by $0.50$ kcal/mol. The water chemical potential is $-1.00$ kcal/mol, with zero at one ideal particle per site. These are model parameters, not a description of a real ion. The attraction between waters is $0.675\,RT$, below the value $RT\ln3=1.099\,RT$ needed on a large triangular lattice for separate gas and liquid phases, so ``liquid'' here means a dense fluid. All $65\,536$ occupation patterns are summed with their Boltzmann weights. A fraction $0.790$ of the sites is filled, and a site volume $v=0.790/55.3=0.01428$ L/mol sets the concentration to $\rho$.

Solvation free energies are found by insertion: $G^*_X=-RT\ln\langle e^{-\Delta U/RT}\rangle$, averaged over the pure liquid, where $\Delta U$ is the interaction with the liquid and blocked insertions count as zero. This gives $G^*_W=-0.860$ and, as the reference, $G^*_A=-1.369$ kcal/mol. For clusters the average also runs over their gas-phase structures, and the whole shell must be free of other water.

The binding constant is $K_n=v^n\sum e^{-U/RT}$, summed over the ways to place $n$ waters on the six shell sites, with $U$ the energy of the isolated cluster. For $n=1$,
\begin{equation}
K_1=6(0.01428)e^{0.50/0.5925}=0.199\ \text{L/mol},
\end{equation}
so $\Delta G^\circ_1=-RT\ln(0.199/24.47)=2.85$ kcal/mol. The occupancies $p(n)$ are counted with the solute present. In kcal/mol, apart from $p(n)$:
\begin{center}
\begin{tabular}{ccccc}
$n$ & $\Delta G^\circ_n$ & $G^*_{AW_n}$ & $M_n$ & $p(n)$\\
0 & 0.00 & 3.12 & 3.12 & 0.0005\\
1 & 2.85 & 2.61 & 2.05 & 0.003\\
2 & 6.03 & 1.97 & 1.17 & 0.014\\
3 & 9.43 & 1.23 & 0.42 & 0.049\\
4 & 13.05 & 0.38 & $-0.22$ & 0.143\\
5 & 16.90 & $-0.54$ & $-0.70$ & 0.322\\
6 & 21.07 & $-1.52$ & $-0.92$ & 0.469
\end{tabular}
\end{center}
For $n=4$ the arithmetic of \eqref{M} is
\begin{equation}
M_4=13.05-4(1.894)+0.38-4(-0.860)-9.51=-0.22 .
\end{equation}
Adding $RT\ln0.143=-1.15$ gives $-1.37$ kcal/mol, the inserted value. The other rows give the same, as does the sum \eqref{sum}. The lowest entry, $M_6$, is still $0.45$ kcal/mol too high, because the shell is full in only $47\%$ of cases. If the concentration term were left out, the entries would rise from $3.12$ at $n=0$ to $13.35$ at $n=6$ instead of falling.

For the cluster cycle, let $W_n$ be a connected group of $n$ waters with no other water next to it. Counting such groups in the liquid gives $\rho_4=0.0293$ mol/L and $x_4=4(0.0293)/55.3=0.0021$. The constant for $nW\to W_n$ in the gas is $K'_n=v^{n-1}\sum e^{-U/RT}$, summed over connected placements of $n$ waters per lattice site; the constant for $A+W_n\to AW_n$ is then $K_n/K'_n$, and $\Delta G^\circ_{n,\mathrm{cl}}=-RT\ln[K_n/(24.47\,K'_n)]$. A straight row of four closes on itself in the periodic box. It gains one bond that a free cluster lacks, but four different placements of a free row become one and the same. Together these effects reduce $K'_4$ and lower $\Delta G^\circ_{4,\mathrm{cl}}$ by about $0.01$ kcal/mol. This gas-phase sum also normalises the average in $G^*_{W_4}$ and drops out of $C_4$. The closed rows still enter through the inserted clusters, where they make up about $4\%$ of $\rho_4$; giving them the weights of free rows would raise $C_4$ by only $0.02$ kcal/mol. With $\Delta G^\circ_{4,\mathrm{cl}}=3.47$ and $G^*_{W_4}=4.26$ kcal/mol,
\begin{equation}
C_4=3.47-1.89+0.38-4.26-1.56=-3.86 .
\end{equation}
This is $2.50$ kcal/mol below $G^*_A$. Using the counted $\rho_4$ replaces $-1.56$ by $-RT\ln0.0293=+2.09$, and adding $RT\ln p(4)$ again gives $-1.37$ kcal/mol. For $n=2$ and $3$, $C_n$ is $-2.94$ and $-3.53$ kcal/mol. The closure fails here because small isolated groups are rare in a liquid that fills $79\%$ of its sites: each of the sizes $n=2,3,4$ holds only about $0.1$ to $0.2\%$ of the water. Even these fractions are inflated by the small box, where a group of four and its empty border take up most of the sites. On a large lattice at the same filling they are much smaller: $x_4$ falls to about $4\times10^{-5}$ and $C_4$ lies about $4.9$ kcal/mol below $G^*_A$, while $G^*_A$ itself moves by less than $0.01$ kcal/mol. The size of the failure thus depends on the box, and both its size and its sign depend on the definition of a cluster. If any connected group of four counts, whether or not other water touches it, the groups overlap, $x_4$ is about $100$, and $C_4$ lies about $3.9$ kcal/mol above $G^*_A$. It should not be carried over to a continuum calculation, where $G^*_{W_n}$ is obtained differently.

Finally, weaken the solute's attraction until four and five waters are equally probable. A numerical root search gives $0.019$ kcal/mol, with $p(4)=p(5)=0.236$. Then $M_4=M_5=1.71$ kcal/mol, while insertion gives $G^*_A=0.85$ kcal/mol. The offset is $-RT\ln0.236=0.86$ kcal/mol, above the bound $RT\ln2=0.41$ from \eqref{bound}, because other occupancies hold the remaining $53\%$ of the probability. The two equal results agree with each other and are both too high.
